\section*{SCF convergence errors in energies and forces: orders, bound and threshold}

\section{Result}

Let $E(R,x)$ be a variational self-consistent-field (SCF) energy. The vector $R$ collects the nuclear coordinates, and the vector $x$ collects independent parameters that fix the density matrix. At the geometry of interest the energy has a minimum at $x=x^*$, and an unfinished SCF calculation has stopped at $x^*+\delta$. Define
\begin{equation}
H=\frac{\partial^2E}{\partial x\,\partial x},\qquad
g=\frac{\partial^2E}{\partial x\,\partial R},\qquad
\Lambda=g^TH^{-1}g ,
\label{eq:defs}
\end{equation}
all taken at $x^*$, with $H$ positive definite. The force evaluated at a trial $x$ is $f=-\partial E/\partial R$ at fixed $x$. The errors of energy and force are then
\begin{equation}
e=\tfrac12\,\delta^TH\delta+O(\delta^3),\qquad
\Delta f=-g^T\delta+O(\delta^2).
\label{eq:orders}
\end{equation}
With $\lambda$ the largest eigenvalue of $\Lambda$, and to leading order in $\delta$,
\begin{equation}
|\Delta f|\le\sqrt{2\lambda e},
\qquad\text{so that}\qquad
e\le\frac{\tau^2}{2\lambda}
\label{eq:threshold}
\end{equation}
guarantees a force error of at most $\tau$. Here $|\Delta f|$ is the Euclidean norm over all Cartesian force components. A force tolerance ten times tighter needs an energy error a hundred times smaller. The quantity limited by (\ref{eq:threshold}) is the distance to the converged energy, not the change in the last iteration; the two are connected in Section~\ref{sec:change}.

\section{Why the orders differ}

Expand the energy at fixed $R$ about the minimum:
\begin{equation}
E(R,x^*+\delta)=E(R,x^*)+\delta^T\frac{\partial E}{\partial x}
+\tfrac12\delta^TH\delta+O(\delta^3).
\end{equation}
The linear term vanishes because $\partial E/\partial x=0$ at $x^*$. This is the first part of (\ref{eq:orders}). Now expand the force in the same way:
\begin{equation}
f(R,x^*+\delta)=-\frac{\partial E}{\partial R}\bigg|_{x^*}
-g^T\delta+O(\delta^2).
\end{equation}
Stationarity does not remove this linear term. It makes $\partial E/\partial x$ vanish at one geometry; if the nuclei move while $x$ is held, $\partial E/\partial x$ in general becomes nonzero, and its rate of change is $g$.

The size of $g$ is tied to the motion of the minimum. Differentiating the condition $\partial E/\partial x=0$ along $x=x^*(R)$ gives
\begin{equation}
g+H\frac{dx^*}{dR}=0
\quad\Longrightarrow\quad
\frac{dx^*}{dR}=-H^{-1}g .
\label{eq:response}
\end{equation}
A force error thus arises because the energy error of a held $x$ depends on geometry: the minimum moves towards or away from it.

The force error is first order unless $g^T\delta=0$. Such errors exist whenever there are more parameters $x$ than independent columns of $g$, and for them the force error starts at second order.

\section{The quantities in Hartree--Fock theory}

The expansion needs a force that is the derivative of the energy at fixed $x$ even when $x$ is not converged. For closed-shell Hartree--Fock theory with real orbitals in an atom-centred basis, this can be shown explicitly. Let $C_o$ and $C_v$ hold the converged occupied and virtual orbital coefficients at the reference geometry, and write trial occupied orbitals as
\begin{equation}
C=C_o+C_vx,\qquad Q=C^TSC,\qquad D=2CQ^{-1}C^T ,
\label{eq:D}
\end{equation}
where $S$ is the overlap matrix. The factor $Q^{-1}$ restores orthonormality, so the elements $x_{ai}$ ($a$ virtual, $i$ occupied) are unconstrained, and $x^*=0$ at the reference geometry. The energy is
\begin{equation}
E=\tfrac12\mathrm{Tr}\,D(h+F)+E_{nn},\quad F=h+G[D],\quad
G[D]_{pq}=\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right],
\end{equation}
with $h$ the one-electron matrix and $E_{nn}$ the nuclear repulsion. Since $\mathrm{Tr}\,D\,G[dD]=\mathrm{Tr}\,dD\,G[D]$, a change of $D$ at fixed integrals gives $dE=\mathrm{Tr}\,F\,dD$.

\subsection{Force away from convergence}

Move the nuclei with $C$ fixed. Then $dQ=C^TdS\,C$, and $d(Q^{-1})=-Q^{-1}dQ\,Q^{-1}$ gives
\begin{equation}
dD=-2CQ^{-1}C^TdS\,CQ^{-1}C^T=-\tfrac12D\,dS\,D .
\end{equation}
Its contribution to the energy is $-\frac12\mathrm{Tr}(DFD\,dS)$. Adding the explicit change of the integrals, with a prime for the derivative with respect to one nuclear coordinate,
\begin{equation}
f=-\mathrm{Tr}\,Dh'-\tfrac12\mathrm{Tr}\,D\,G'[D]
+\mathrm{Tr}\,WS'-E_{nn}',\qquad W=\tfrac12DFD .
\label{eq:force}
\end{equation}
In $G'$ the two-electron integrals are differentiated and $D$ is held. This is the Hellmann--Feynman force with the Pulay terms of the moving basis. Stationarity was not used, so (\ref{eq:force}) is the required partial derivative for any $x$. A force formula whose $W$ differs from this one at first order in $\delta$ has in general a different linear coefficient in place of $g$, and $\lambda$ must then be recomputed with that coefficient.

\subsection{Gradient and Hessian}

Now fix the nuclei and vary $C$. From (\ref{eq:D}),
\begin{equation}
dD=2\,dC\,Q^{-1}C^T+2CQ^{-1}dC^T-2CQ^{-1}(dC^TSC+C^TS\,dC)Q^{-1}C^T .
\end{equation}
In $\mathrm{Tr}\,F\,dD$ the first two terms are equal, and so are the two terms in the bracket, because $F$ and $S$ are symmetric. Using $CQ^{-1}C^T=D/2$ and $dC=C_v\,dx$,
\begin{equation}
\frac{\partial E}{\partial x}
=4C_v^T\left(1-\tfrac12SD\right)FCQ^{-1}.
\label{eq:grad}
\end{equation}
At $x=0$ one has $Q=1$ and $C_v^TSC_o=0$, so the gradient is $4F_{ai}$, which vanishes at self-consistency.

For the Hessian, expand (\ref{eq:grad}) to first order in $x=\delta$. Here $Q=1+\delta^T\delta$ has no linear term, and $\frac12C_v^TSD=\delta\,C_o^T$ to this order. With orbital energies $\epsilon$,
\begin{equation}
\frac{\partial E}{\partial x_{ai}}
=4\left[(\epsilon_a-\epsilon_i)\delta_{ai}+G[dD]_{ai}\right],
\qquad dD=2(C_v\delta C_o^T+C_o\delta^TC_v^T).
\end{equation}
The term with $\epsilon_a$ comes from $C_v^TFC_v\delta$ and the one with $\epsilon_i$ from $-\delta C_o^TFC_o$. Inserting $dD$ into $G$, the two Coulomb terms are equal and the two exchange terms differ:
\begin{equation}
G[dD]_{ai}=\sum_{bj}K_{ai,bj}\delta_{bj},\qquad
K_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|ib).
\end{equation}
Let $A$ be the diagonal matrix of the gaps $\epsilon_a-\epsilon_i$, assumed positive. Then
\begin{equation}
H=4M,\qquad M=A+K,\qquad e=2\,\delta^TM\delta+O(\delta^3).
\label{eq:M}
\end{equation}

\subsection{From the residual to the error}

An SCF program does not know $\delta$. It knows the density residual $D_{\rm out}-D$, where $D_{\rm out}$ comes from diagonalizing $F[D]$. In the basis of converged orbitals, the Fock matrix is $\mathrm{diag}(\epsilon)+G[dD]$ to first order. Perturbation theory gives its occupied orbitals the virtual components
\begin{equation}
x_{{\rm out},ai}=-\frac{G[dD]_{ai}}{\epsilon_a-\epsilon_i},
\qquad\text{that is,}\qquad
x_{\rm out}=-A^{-1}K\delta .
\end{equation}
Mixing among the occupied orbitals leaves $D_{\rm out}$ unchanged. To first order $D_{\rm out}-D=2(C_vrC_o^T+C_or^TC_v^T)$ with $r=x_{\rm out}-\delta$, so $r$ carries the same information as the density residual. Since $K=M-A$, it is
\begin{equation}
r=-A^{-1}M\delta,\qquad \delta=-M^{-1}Ar .
\label{eq:residual}
\end{equation}
The map is linear and invertible, so residual and error are of the same order. Inserting (\ref{eq:residual}) into (\ref{eq:M}) and (\ref{eq:orders}),
\begin{equation}
e=2\,r^TAM^{-1}Ar,\qquad \Delta f=g^TM^{-1}Ar
\end{equation}
to leading order. This is the statement in terms of the residual: second order in the energy, first order in the force.

\section{The energy threshold}

Set $y=H^{1/2}\delta$ and $B=H^{-1/2}g$. Then, to leading order,
\begin{equation}
e=\tfrac12|y|^2,\qquad \Delta f=-B^Ty,\qquad B^TB=\Lambda .
\end{equation}
The matrices $BB^T$ and $B^TB$ have the same nonzero eigenvalues, so
\begin{equation}
|\Delta f|^2=y^TBB^Ty\le\lambda|y|^2=2\lambda e ,
\label{eq:bound}
\end{equation}
which is (\ref{eq:threshold}). Equality holds for $y\propto Bu$, that is $\delta\propto H^{-1}gu$, where $u$ is any eigenvector of $\Lambda$ belonging to $\lambda$. Without further knowledge of the direction of $\delta$, the threshold therefore cannot be relaxed. For the force along one unit vector $v$, the Cauchy--Schwarz inequality applied to $v^T\Delta f=-(Bv)^Ty$ gives
\begin{equation}
(v^T\Delta f)^2\le2\,(v^T\Lambda v)\,e .
\label{eq:component}
\end{equation}

The matrix $\Lambda$ has a simple interpretation within a given basis, although it is not an observable. The relaxed energy is $V(R)=E(R,x^*(R))$. Its first derivative is $\partial E/\partial R$, because $\partial E/\partial x=0$. Differentiating again and using (\ref{eq:response}),
\begin{equation}
\frac{d^2V}{dR^2}=\frac{\partial^2E}{\partial R^2}+g^T\frac{dx^*}{dR}
=\frac{\partial^2E}{\partial R^2}-\Lambda .
\label{eq:softening}
\end{equation}
Thus $\Lambda$ is the amount by which electronic relaxation softens the force constants, relative to those at fixed coefficients. What counts as relaxation depends on what is held fixed. Atom-centred functions follow the nuclei but keep their orientation in space, so a rigid translation leaves $x^*$ unchanged and contributes nothing to $\Lambda$, whereas a rigid rotation in general changes $x^*$ and does contribute, although the electrons merely turn with the molecule. By (\ref{eq:component}), the largest force error that a given energy error allows along $v$ grows with the softening along $v$.

A case that attains (\ref{eq:component}) occurs in geometry optimization. Suppose converged coefficients from the geometry $R+sv$ are reused at $R$. By (\ref{eq:response}) the error is $\delta=-sH^{-1}gv$, and
\begin{equation}
e=\tfrac12s^2\,v^T\Lambda v,\qquad
v^T\Delta f=s\,v^T\Lambda v .
\label{eq:stale}
\end{equation}

The result fails where its assumptions do. Near an instability within the space of the parameters $x$, an eigenvalue of $H$ tends to zero, and $\lambda$ diverges if $g$ has a finite component along that mode. An instability along a direction that $x$ does not contain, such as the one towards spin-polarised orbitals in closed-shell theory of stretched H$_2$, need not show in $H$ or $\lambda$. At a saddle point in $x$, positive and negative contributions to $e$ can cancel while the force error remains, so a small $|e|$ guarantees nothing.

\section{From energy error to stopping rule}
\label{sec:change}

The converged energy is unknown during a run, so $e$ must be bounded by something observable. Consider undamped Roothaan iteration, in which each output density is the next input. By (\ref{eq:residual}) the new error is
\begin{equation}
\delta'=\delta+r=(1-A^{-1}M)\delta .
\end{equation}
With $z=M^{1/2}\delta$ this becomes
\begin{equation}
z'=\left(1-M^{1/2}A^{-1}M^{1/2}\right)z,\qquad e=2|z|^2 .
\end{equation}
The matrix in brackets is symmetric and similar to $1-A^{-1}M$, so both have the same spectral radius $\rho$, and $|z'|\le\rho|z|$. Hence $e'\le\rho^2e$. If $\rho<1$, the energy drop obeys $E-E'=e-e'\ge(\rho^{-2}-1)e'$, or
\begin{equation}
e'\le\frac{\rho^2}{1-\rho^2}\,(E-E').
\end{equation}
The force of the newest determinant is therefore within $\tau$, to leading order, once
\begin{equation}
E-E'\le\frac{1-\rho^2}{\rho^2}\,\frac{\tau^2}{2\lambda}.
\label{eq:stop}
\end{equation}
For slow convergence, $\rho\to1$, the allowed change becomes much smaller than the allowed error. The derivation does not cover damped or accelerated schemes, where a small change may merely reflect a small step.

A criterion independent of the iteration scheme uses the orbital gradient $\gamma=\partial E/\partial x=H\delta$. Then $e=\frac12\gamma^TH^{-1}\gamma\le|\gamma|^2/(2\eta)$, where $\eta$ is the lowest eigenvalue of $H$, and (\ref{eq:threshold}) is satisfied if
\begin{equation}
|\gamma|\le\tau\sqrt{\eta/\lambda}.
\label{eq:gradrule}
\end{equation}
This condition is linear in $\tau$, as expected for a first-order quantity.

\section{Worked example: methane with one stretched bond}

Take CH$_4$ in RHF/6-31G* with tetrahedral directions, three C--H bonds of 2.05 bohr and one of 2.30 bohr. With five spherical d functions on carbon the basis has 22 functions, giving 5 occupied and 17 virtual orbitals and 85 parameters $x_{ai}$. The numerical check tests the expansion coefficients, the residual map and the force formula against direct evaluations.

\paragraph{Orders.} A fixed, randomly chosen error direction is scaled to length $|\delta|$. The last column is for another direction, with $g^T\delta=0$. Energies are in hartree and forces in hartree/bohr.
\begin{center}
\begin{tabular}{cccc}
$|\delta|$ & $e$ & $|\Delta f|$ & $|\Delta f|$, $g^T\delta=0$\\
0.004 & $1.124\times10^{-4}$ & $9.70\times10^{-4}$ & $4.71\times10^{-5}$\\
0.002 & $2.810\times10^{-5}$ & $4.78\times10^{-4}$ & $1.18\times10^{-5}$\\
0.001 & $7.024\times10^{-6}$ & $2.38\times10^{-4}$ & $2.94\times10^{-6}$
\end{tabular}
\end{center}
The last halving divides the energy error by 4.00 and the general force error by 2.01. The density residual is halved as well. In the special direction the force error falls by a factor of 4.00.

\paragraph{Softening.} For displacement of the stretched hydrogen along its bond, the force constant is 0.2609 hartree/bohr$^2$ with frozen coefficients and 0.1717 after relaxation. The difference, 0.0892, agrees with $v^T\Lambda v$ computed from (\ref{eq:defs}), as (\ref{eq:softening}) requires. These numbers belong to this basis: in the 6-31G**, cc-pVDZ, 6-311G**, def2-TZVP and aug-cc-pVDZ bases the frozen constant lies between 0.250 and 0.254, the relaxed one between 0.168 and 0.178, and the softening between 0.076 and 0.083 hartree/bohr$^2$. For orbitals reused from a geometry with $s=0.01$ bohr, (\ref{eq:stale}) predicts
\begin{equation}
e=\tfrac12(0.01)^2(0.0892)=4.46\times10^{-6},\qquad
v^T\Delta f=0.01\times0.0892=8.92\times10^{-4}
\end{equation}
in hartree and hartree/bohr. The measured values are $4.44\times10^{-6}$ and $8.91\times10^{-4}$. At $s=0.1$ bohr the measured energy error is about 4\% below the leading-order prediction and the force error about 2\% below it.

\paragraph{Threshold.} The largest eigenvalue is $\lambda=0.3276$ hartree/bohr$^2$; it is twofold degenerate because of the threefold axis along the stretched bond, and carbon carries 69\% of the squared weight of every displacement pattern belonging to it. For $\tau=10^{-4}$ hartree/bohr ($5.1\times10^{-3}$ eV/\AA),
\begin{equation}
e\le\frac{(10^{-4})^2}{2\times0.3276}
=1.53\times10^{-8}\ \text{hartree}\quad(4.2\times10^{-7}\ \text{eV}).
\end{equation}
An error of this energy, placed in the worst direction, gives a measured force error of $1.00\times10^{-4}$ hartree/bohr. At $e=10^{-6}$ hartree the worst force error would be $8.1\times10^{-4}$ hartree/bohr. With $\eta=2.033$ hartree, the gradient criterion (\ref{eq:gradrule}) reads $|\gamma|\le10^{-4}\sqrt{2.033/0.3276}=2.5\times10^{-4}$ hartree. These values are not converged with respect to the basis. In the five other bases named above, $\lambda$ ranges from 0.270 to 0.319 hartree/bohr$^2$, the carbon share from 68\% to 76\%, $\eta$ from 1.53 to 2.03 hartree and $\rho^2$ from 0.169 to 0.184, so the allowed energy error lies between $1.6\times10^{-8}$ and $1.9\times10^{-8}$ hartree and the allowed gradient between $2.3\times10^{-4}$ and $2.6\times10^{-4}$ hartree. The order of magnitude carries over to these bases; the digits do not.

\paragraph{A Roothaan run.} Here $\rho^2=0.1755$, and (\ref{eq:stop}) allows a last energy change of
\begin{equation}
\frac{1-0.1755}{0.1755}\times1.53\times10^{-8}
=7.2\times10^{-8}\ \text{hartree}.
\end{equation}
The later iterations, in the same units as before, are:
\begin{center}
\begin{tabular}{ccccc}
$k$ & $e_k$ & $E_k-E_{k+1}$ & $|\Delta f|$ & $\sqrt{2\lambda e_k}$\\
5 & $2.67\times10^{-7}$ & $2.37\times10^{-7}$ & $2.11\times10^{-4}$ & $4.18\times10^{-4}$\\
6 & $2.94\times10^{-8}$ & $2.57\times10^{-8}$ & $6.05\times10^{-5}$ & $1.39\times10^{-4}$\\
7 & $3.65\times10^{-9}$ & $3.15\times10^{-9}$ & $2.98\times10^{-5}$ & $4.89\times10^{-5}$
\end{tabular}
\end{center}
The change from $k=6$ to $k=7$ is the first below the limit, so the rule stops at $k=7$, with a force error of $3.0\times10^{-5}$ hartree/bohr. A plain limit of $10^{-6}$ hartree on the energy change stops at $k=6$. In this run that also meets the force target, although $e_6$ exceeds the threshold and the bound there is $1.39\times10^{-4}$ hartree/bohr. The threshold is thus sufficient for every error direction, but a particular error can meet the force target earlier. The force error also falls unevenly: it is multiplied by 0.29 and then by 0.49, while $\sqrt{e}$ is multiplied by 0.33 and then by 0.35. The mismatch is possible because $\Delta f=-g^T\delta$ depends on the direction of $\delta$ as well as on $e$.

\section*{Table of computed values}
\begin{verbatim}
CH4, RHF/6-31G*; basis functions: 22  parameters x: 85
C-H bonds: three 2.05, one 2.30 bohr
converged energy: -40.18535709 hartree
force on stretched H along bond: -0.066534 hartree/bohr
lowest eigenvalue of H: 2.0334 hartree
nonconverged force vs energy slope: 1.5e-09 hartree/bohr
Scaled error: |x|, density residual, e (hartree), |df|,
  |df| for an error with g^T d = 0 (hartree/bohr)
  0.008  1.9266e-02  4.4950e-04  1.9958e-03  1.8852e-04
  0.004  9.6345e-03  1.1238e-04  9.7026e-04  4.7124e-05
  0.002  4.8177e-03  2.8096e-05  4.7843e-04  1.1780e-05
  0.001  2.4089e-03  7.0239e-06  2.3757e-04  2.9449e-06
orders from last halving: 1.000  2.000  1.010  2.000
Force constants along the stretched bond (hartree/bohr^2)
  frozen coefficients: 0.260904
  relaxed: 0.171693
  difference: 0.089212
  Lambda along bond: 0.089212
Reused orbitals: s (bohr), e (hartree), df along bond (hartree/bohr)
  0.100  4.2895e-04  8.7689e-03
  0.010  4.4436e-06  8.9062e-04
  0.001  4.4589e-08  8.9197e-05
largest eigenvalue lam: 0.32762 hartree/bohr^2
carbon share of its pattern: 0.687
force target: 1.0e-04 hartree/bohr = 5.142e-03 eV/angstrom
allowed energy error: 1.5262e-08 hartree = 4.153e-07 eV
worst error, measured e: 1.5262e-08 hartree
worst error, measured |df|: 1.0000e-04 hartree/bohr
worst |df| at e = 1e-6 hartree: 8.095e-04 hartree/bohr
spectral radius rho: 0.4189   rho^2: 0.1755
allowed last energy change: 7.1692e-08 hartree
Roothaan run: k, e_k, E_k - E_(k+1) (hartree),
  |df|, bound sqrt(2 lam e_k) (hartree/bohr)
   1  7.567e-03  7.112e-03  2.003e-02  7.042e-02
   2  4.549e-04  4.220e-04  4.046e-03  1.727e-02
   3  3.293e-05  3.017e-05  1.704e-03  4.645e-03
   4  2.767e-06  2.500e-06  4.218e-04  1.346e-03
   5  2.665e-07  2.372e-07  2.110e-04  4.179e-04
   6  2.936e-08  2.571e-08  6.048e-05  1.387e-04
   7  3.651e-09  3.152e-09  2.981e-05  4.891e-05
   8  4.994e-10  4.263e-10  9.086e-06  1.809e-05
stop by derived rule: k = 7, |df| = 2.981e-05 hartree/bohr
stop at change 1e-6 hartree: k = 6, |df| = 6.048e-05 hartree/bohr
\end{verbatim}
